\section*{Can lattice vibrations widen a gap? Off-diagonal coupling in two levels}

\section*{Question}

I think of lattice vibrations as something that narrows a semiconductor gap on heating. To see why, I tried the smallest model I could: two electronic levels separated by $\Delta$, and one vibration that mixes them linearly without moving either level by itself. At a frozen displacement the levels repel, whatever the sign of the displacement. That seems to give the opposite of what I expected.

Does the repulsion survive a proper thermal average, given that the coupling also changes how the atoms move? If the average gap changes, does the absorption edge move with it? And what is missing from the model when a real gap shrinks?

\section*{Answer}

\subsection*{The gap at a frozen displacement}

Write your model as
\begin{equation}
H=\hbar\omega\left(b^\dagger b+\tfrac12\right)+\tfrac{\Delta}{2}\sigma_z+g x\sigma_x,
\qquad x=b+b^\dagger ,
\end{equation}
with $\Delta,g>0$. The coordinate $x$ is dimensionless. With $b=x/2+\partial_x$ and $b^\dagger=x/2-\partial_x$, the oscillator part is $\hbar\omega(-\partial_x^2+x^2/4)$.

If the atoms are slow, $\hbar\omega\ll\Delta$, the electrons can be solved at fixed $x$. Since $\sigma_z$ and $\sigma_x$ anticommute, cross terms cancel in the square:
\begin{equation}
\left(\tfrac{\Delta}{2}\sigma_z+gx\sigma_x\right)^2=\tfrac{\Delta^2}{4}+g^2x^2 .
\end{equation}
The electronic energies are therefore $\pm G/2$, and the adiabatic surfaces are
\begin{equation}
E_\pm(x)=\tfrac{\hbar\omega}{4}x^2\pm\tfrac12G(x),\qquad
G(x)=\sqrt{\Delta^2+4g^2x^2}.
\end{equation}
Because $G(x)>\Delta$ wherever $x\ne0$, the average of $G$ over any distribution with some weight away from $x=0$ exceeds $\Delta$. This answers your first question in the adiabatic model: back-action on the atoms changes the size of the opening, not its sign.

A linear diagonal term $hx\sigma_z$ does not spoil this if the distribution is centred at $x=0$. The gap becomes the length of the vector $(\Delta+2hx,\,2gx)$. The length of a vector linear in $x$ is convex, so its mean is at least its value at the mean position, $\Delta$. For small $x$, use $\sqrt{1+u}\approx1+u/2-u^2/8$ with $u=4hx/\Delta+4(h^2+g^2)x^2/\Delta^2$:
\begin{equation}
G\approx\Delta+2hx+\frac{2(h^2+g^2)x^2}{\Delta}-\frac{2h^2x^2}{\Delta}
=\Delta+2hx+\frac{2g^2x^2}{\Delta}.
\end{equation}
For a centred distribution the linear term averages to zero and $h$ drops out at second order. If the atoms move on the lower surface, a small $h$ also shifts their centre. For weak $g$, $4g^2\ll\hbar\omega\Delta$, the centre moves to $x\approx2h/\hbar\omega$, which widens the gap by about $4h^2/\hbar\omega$, almost independently of temperature. For stronger $g$ the softening described below enlarges the shift and makes it depend on temperature: with the parameters used later ($\Delta=200$, $\hbar\omega=10$, $g=15$ meV) the widening is about $8.8h^2/\hbar\omega$ at 0 K and $5.7h^2/\hbar\omega$ at 300 K. I set $h=0$ from here on.

\subsection*{Average over the uncoupled vibration}

First let the atoms keep their uncoupled thermal motion. Let $r=e^{-\hbar\omega/k_BT}$, $n_T=r/(1-r)$, $A=e^{ikx}$ and $F(k)=\langle A\rangle$. Moving $b^\dagger$ through the thermal density operator gives a factor $r$, so $\langle b^\dagger A\rangle=r\langle Ab^\dagger\rangle$; likewise $\langle bA\rangle=r^{-1}\langle Ab\rangle$. With $[A,b^\dagger]=ikA$ and $[A,b]=-ikA$,
\begin{equation}
\langle b^\dagger A\rangle=ikn_TF,\qquad \langle bA\rangle=ik(n_T+1)F .
\end{equation}
Adding them gives $F'=i\langle xA\rangle=-k(2n_T+1)F$, hence $F=e^{-k^2s^2/2}$. The distribution of $x$ is Gaussian, with variance
\begin{equation}
s^2=2n_T+1=\coth\frac{\hbar\omega}{2k_BT}.
\end{equation}

Put $x=sz$ and $B=4g^2s^2/\Delta^2$, then substitute $t=Bz^2$, so that $dz=dt/(2\sqrt{Bt})$:
\begin{align}
\langle G\rangle&=\frac{2\Delta}{\sqrt{2\pi}}\int_0^\infty e^{-z^2/2}\sqrt{1+Bz^2}\,dz\\
&=\frac{\Delta}{\sqrt{2\pi B}}\int_0^\infty e^{-t/2B}t^{-1/2}(1+t)^{1/2}dt
=\frac{\Delta}{\sqrt{2B}}\,U\!\left(\tfrac12,2,\tfrac1{2B}\right).
\end{align}
Here $U$ is Tricomi's function, $U(a,c,y)=\Gamma(a)^{-1}\int_0^\infty e^{-yt}t^{a-1}(1+t)^{c-a-1}dt$, and $\Gamma(1/2)=\sqrt\pi$. For $B\ll1$ the opening is $\Delta B/2=2g^2s^2/\Delta$. Since $G$ is concave as a function of $x^2$, the mean also obeys $\langle G\rangle<\sqrt{\Delta^2+4g^2s^2}$.

\subsection*{The lower surface changes the motion}

With the electron in the lower level, the atoms move on $E_-$. Expanding both surfaces near $x=0$ gives
\begin{equation}
E_\pm\approx\pm\frac{\Delta}{2}+\frac{\hbar\omega}{4}(1\pm\lambda)x^2,
\qquad \lambda=\frac{4g^2}{\hbar\omega\Delta}.
\end{equation}
For curvature factor $c=1\pm\lambda>0$, the rescaling $x=c^{-1/4}y$ turns $-\partial_x^2+cx^2/4$ into $\sqrt c\,(-\partial_y^2+y^2/4)$. The small-amplitude frequencies are thus $\omega\sqrt{1\pm\lambda}$. The repulsion that opens the gap softens the lower surface, which increases the displacement and opens the gap further.

Whether the mean rises steadily with temperature is a separate matter. For classical atoms, insert $x^2=(G^2-\Delta^2)/4g^2$ into $E_-$ and complete the square:
\begin{equation}
E_-=\frac{G^2-\Delta^2}{4\lambda\Delta}-\frac G2
=\frac{(G-\lambda\Delta)^2}{4\lambda\Delta}-\frac{\Delta}{4}\left(\lambda+\frac1\lambda\right).
\end{equation}
Differentiating the Boltzmann average gives
\begin{equation}
\frac{d\langle G\rangle}{dT}=\frac{\langle GE_-\rangle-\langle G\rangle\langle E_-\rangle}{k_BT^2}
=\frac{\langle(G_1-G_2)(E_1-E_2)\rangle}{2k_BT^2},
\end{equation}
where 1 and 2 are independent draws from the distribution. If $\lambda<1$, every allowed $G\ge\Delta$ lies above $\lambda\Delta$, so $E_-$ increases with $G$. Both brackets have the same sign, and the mean gap rises with $T$.

If $\lambda>1$, the point $x=0$ is a maximum of $E_-$ and there are two wells, both with $G=\lambda\Delta$. From $G\,dG=4g^2x\,dx$, the measure $dx$ contributes a weight $w(G)=G/\sqrt{G^2-\Delta^2}$. At low $T$ the Boltzmann factor is a narrow Gaussian in $G$ with variance $2\lambda\Delta k_BT$, and a slowly varying weight shifts its mean by the variance times $(\ln w)'$:
\begin{equation}
\langle G\rangle\approx\lambda\Delta+2\lambda\Delta k_BT
\left[\frac1G-\frac{G}{G^2-\Delta^2}\right]_{G=\lambda\Delta}
=\lambda\Delta-\frac{2k_BT}{\lambda^2-1}.
\end{equation}
So the gap can fall on heating in this two-level model too. It falls from a value already enlarged by the distortion and remains above $\Delta$.

\subsection*{When the vibration is not slow}

Now keep the vibration quantum mechanical and treat $g$ as small. The state $|\uparrow,n\rangle$ couples to $|\downarrow,n+1\rangle$ with element $g\sqrt{n+1}$ and to $|\downarrow,n-1\rangle$ with $g\sqrt n$. Second-order perturbation theory gives
\begin{align}
\delta E_{\uparrow n}&=g^2\left[\frac{n+1}{\Delta-\hbar\omega}+\frac{n}{\Delta+\hbar\omega}\right],\\
\delta E_{\downarrow n}&=-g^2\left[\frac{n+1}{\Delta+\hbar\omega}+\frac{n}{\Delta-\hbar\omega}\right].
\end{align}
On subtraction each denominator acquires the numerator $2n+1$:
\begin{equation}
\delta E_{\uparrow n}-\delta E_{\downarrow n}
=\frac{2g^2(2n+1)\Delta}{\Delta^2-(\hbar\omega)^2}.
\end{equation}
For $\hbar\omega\ll\Delta$ this is the adiabatic opening, since $\langle x^2\rangle=2n+1$ in state $n$. For $\hbar\omega>\Delta$ its sign reverses: $|\uparrow,n\rangle$ then lies below $|\downarrow,n+1\rangle$ and is pushed down by it. Near resonance the expansion fails.

Diagonalizing $H$ with $g=0.01\Delta$ and $n=0$ gives a spacing shift of $+2.156\times10^{-4}\Delta$ at $\hbar\omega=0.27\Delta$, and $-1.058\times10^{-4}\Delta$ at $\hbar\omega=1.7\Delta$. The formula gives $2\times10^{-4}/(1-0.0729)=2.157\times10^{-4}$ and $2\times10^{-4}/(1-2.89)=-1.058\times10^{-4}$. The inequality $G(x)\ge\Delta$ still holds in the second case, but it no longer describes the level spacing.

\subsection*{The mean gap is not the absorption edge}

In the semiclassical picture a photon is absorbed at fixed $x$ and has energy $G(x)$. For the Gaussian distribution, $\pm x$ contribute equally, so the density of gaps is
\begin{equation}
p(G)=\frac{2e^{-x^2/2s^2}}{\sqrt{2\pi s^2}}\frac{dx}{dG}
=\frac{e^{-x^2/2s^2}}{\sqrt{2\pi s^2}}\,
\frac{G}{g\sqrt{G^2-\Delta^2}},\quad G>\Delta .
\end{equation}
It starts at $\Delta$ at every temperature, with an integrable peak proportional to $(G-\Delta)^{-1/2}$. Heating moves weight into the upper tail and raises the mean; in this picture the onset stays put. Quantized vibrations blur it: on heating, weak lines appear below $\Delta$, in which vibrational quanta already present supply part of the energy. A fit to the onset and a fit to the centre of the band would thus report different thermal shifts.

The transition strength matters as well. Suppose the dipole operator is proportional to $\sigma_x$. With $\tan\theta=2gx/\Delta$, the electronic states are $|+\rangle=(\cos\frac\theta2,\sin\frac\theta2)$ and $|-\rangle=(-\sin\frac\theta2,\cos\frac\theta2)$, so
\begin{equation}
\langle-|\sigma_x|+\rangle=\cos^2\tfrac\theta2-\sin^2\tfrac\theta2=\cos\theta=\frac{\Delta}{G}.
\end{equation}
Weighting each gap by the squared element gives the optical mean
\begin{equation}
G_{\rm opt}=\frac{\langle G\,\Delta^2/G^2\rangle}{\langle\Delta^2/G^2\rangle}
=\frac{\langle\Delta^2/G\rangle}{\langle\Delta^2/G^2\rangle}.
\end{equation}
It is above $\Delta$, being a weighted mean of $G$, but below $\langle G\rangle$, because the weight favours small gaps.

\subsection*{What can shrink the gap}

Two ingredients absent from your model can reverse the sign. The first is another level, at $D$ above the upper one and coupled to it by $g_2x$. At fixed $x$, the upper level moves by $g^2x^2/\Delta-g_2^2x^2/D$ and the lower by $-g^2x^2/\Delta$. The gap changes by
\begin{equation}
\delta G=\left(\frac{2g^2}{\Delta}-\frac{g_2^2}{D}\right)x^2 .
\end{equation}
Level repulsion is still at work, but the third level pushes the upper edge down. The gap shrinks at this order if $g_2/g>\sqrt{2D/\Delta}$.

The second is a quadratic diagonal term $\frac12wx^2\sigma_z$, which adds $wx^2$ to the gap. It cancels the opening at this order when $w=-2g^2/\Delta$; a more negative $w$ shrinks the gap if the displacements are small enough for this order to suffice. A crystal has many levels and both kinds of term, so the sign of its thermal shift is a matter of balance.

\subsection*{Numbers in the regime of PbTe}

PbTe, a narrow-gap infrared material, suits the model because its band edges have opposite parity. An odd optical displacement can therefore mix them, while a linear diagonal shift is forbidden by inversion symmetry. I take $\Delta=200$ meV as a rough gap and choose $\hbar\omega=10$ meV for the uncoupled mode and $g=15$ meV for the coupling; neither choice is a measured value. Then $\lambda=4(15)^2/(10\times200)=0.45$, and the softened quantum is $10\sqrt{0.55}=7.4$ meV. These values, like those below, are for one electron in the lower level. Filling that level with both spins would double the back-action: $\lambda$ becomes 0.9, and the 300 K mean gap on the lower surface rises from 216.8 to 230.9 meV.

At 300 K the uncoupled variance is 5.235, so the second-order opening is $2(15)^2(5.235)/200=11.8$ meV. The mean gaps, with volume and model parameters held fixed, are:
\begin{center}
\begin{tabular}{rcc}
$T$ (K) & uncoupled mode (meV) & lower surface (meV)\\
0 & 202.2 & 202.9\\
77 & 203.4 & 205.5\\
300 & 210.9 & 216.8
\end{tabular}
\end{center}
The last column uses quantum motion on the full surface $E_-$. Zero-point motion already opens the gap by 2.9 meV. At 300 K the softened harmonic mode would give 218.9 meV. The full surface gives less because $G\le\Delta+2g^2x^2/\Delta$ places $E_-$ above its harmonic expansion, which restrains large displacements. Diagonalizing the full two-level Hamiltonian, without separating electrons from atoms, also gives 216.8 meV.

Expressed as wavelength, the gap moves from $6.20\,\mu$m at $x=0$ to $5.72\,\mu$m for the 300 K mean. The optical mean is lower in energy: 213.6 meV from the surface formula and 213.7 meV from the quantum lines between the two electronic levels, leaving out purely vibrational transitions. For the uncoupled mode at 300 K, 67\% of the gap distribution lies below its own mean, as the peak at $\Delta$ suggests.

Raising $g$ to 35 meV gives $\lambda=2.45$ and a double well. The quantum mean gap then falls from 487.9 meV at 20 K to 480.6 meV at 150 K, far above $\Delta$. The linear classical law predicts a drop of 4.5 meV instead of 7.2 meV. It assumes a narrow distribution, but at 150 K the width $\sqrt{2\lambda\Delta k_BT}$ is about 113 meV, while the well centre lies 290 meV above the limit $G=\Delta$. The full classical average falls by 8.1 meV, so higher orders in $T$ more than cover the difference, and quantum motion brings the drop back to 7.2 meV.

\subsection*{How this compares with the real material}

The gap of PbTe does widen on heating, by very roughly 0.4 meV/K over much of the range up to room temperature. The model gives $11.4/223=0.05$ meV/K between 77 and 300 K. Varying $g$ alone from 5 to 40 meV raises this to at most about 0.14 meV/K, so the model shows a mechanism and does not account for the measured rate. The fixed volume is one large omission. With a rough linear expansion of $2\times10^{-5}$ K$^{-1}$ and a rough $dE_g/d\ln V$ of 3000 meV, expansion adds $3(2\times10^{-5})(3000)(223)=40$ meV over the same interval, more than the vibration in the model.

Polar scattering within each band acts the other way. The Fröhlich coupling to a longitudinal mode $\omega_L$ has $|M_k|^2=e^2\hbar\omega_L\kappa/(2\varepsilon_0Vk^2)$, with $\kappa=1/\varepsilon_\infty-1/\varepsilon_s$ and $V$ the crystal volume. For a parabolic edge of mass $m$, put $k=k_0y$ with $k_0=\sqrt{2m\omega_L/\hbar}$. Phonon emission lowers the edge energy by $(n_L+1)$ times
\begin{equation}
\sum_k\frac{|M_k|^2}{\hbar\omega_L+\hbar^2k^2/2m}
=\frac{e^2\kappa k_0}{4\pi^2\varepsilon_0}\int_0^\infty\frac{dy}{1+y^2}
=\frac{e^2\kappa k_0}{8\pi\varepsilon_0}\equiv\alpha\hbar\omega_L ,
\end{equation}
where $n_L$ is the phonon occupation. Absorption gives the principal value of $\int_0^\infty dy/(1-y^2)$, which is zero. Two edges of equal mass thus narrow the gap by $2\alpha\hbar\omega_L\,\delta n_L$ on heating. With rough values $\hbar\omega_L=13$ meV, $\varepsilon_\infty=33$ and $\varepsilon_s=400$, this is 7 meV from 77 to 300 K for $m=0.05m_e$ and 14 meV for $0.2m_e$. The upper value exceeds the model's opening, but a heavy mass along one axis is not enough to reach it. The masses in PbTe are strongly anisotropic, and the sum then averages $\sqrt m$ over directions. Rough values of $0.24m_e$ along the valley axis and $0.024m_e$ across it act like a single mass of $0.042m_e$ and give 6.5 meV, so the lower end is the better guide.

The other effects estimated here are smaller for these numbers. A level 1500 meV above the upper one, coupled with the same $g$, changes the 300 K gap at second order by $-(15)^2(8.30)/1500=-1.2$ meV, where 8.30 is the variance on the lower surface (without the expansion the three-level average gives $-0.9$ meV); cancelling the opening at second order would take $g_2/g=3.9$. If anharmonicity stiffened the bare mode by 10\% at fixed coupling per unit of real displacement, the 300 K mean would drop to 213.1 meV. The nonadiabatic factor $\Delta^2/(\Delta^2-\hbar^2\omega^2)$ is 1.0025. With the model's 300 K mean gap and the Fermi level at midgap, the upper edge is between 1 and 2\% occupied; doped samples can have much more band filling, which moves the optical edge separately.

Finally, $x$ is an effective local coordinate standing for a phonon branch. The coupling to one extended mode of an $N$-cell crystal scales as $N^{-1/2}$, so its own shift vanishes for large $N$, and a finite thermal shift comes from the sum over modes. Most modes of finite wavevector connect each edge to states of the other band away from that band's edge, with larger energy denominators; the exceptions in PbTe are modes whose wavevector joins two of its equivalent valleys. A prediction for PbTe would need that sum, together with expansion and the intraband terms. The numerical output below lists most of the values used here.

\section*{Calculated quantities}
\begin{verbatim}
Gap at x=0: 200.0 meV
Phonon quantum: 10.0 meV
Off-diagonal coupling g: 15.0 meV
Softening parameter lambda: 0.450 (no unit)
Thermal energy at 300 K: 25.852 meV
0 K, uncoupled variance of x: 1.0000 (no unit)
0 K, second-order opening: 2.250 meV
0 K, mean gap, uncoupled mode: 202.214 meV
0 K, mean gap, lower surface: 202.923 meV
77 K, uncoupled variance of x: 1.5692 (no unit)
77 K, second-order opening: 3.531 meV
77 K, mean gap, uncoupled mode: 203.444 meV
77 K, mean gap, lower surface: 205.477 meV
300 K, uncoupled variance of x: 5.2347 (no unit)
300 K, second-order opening: 11.778 meV
300 K, mean gap, uncoupled mode: 210.949 meV
300 K, mean gap, lower surface: 216.839 meV
Softened small-amplitude quantum: 7.416 meV
300 K, mean gap, softened harmonic mode: 218.917 meV
300 K, mean gap, full quantum model: 216.843 meV
Basis shift, 110 to 160 states: 6.3e-13 meV
300 K, lower-surface variance: 8.298 (no unit)
Lower-surface change, 77-300 K: 11.362 meV
Wavelength of gap at x=0: 6.199 um
Wavelength of 300 K mean gap: 5.718 um
300 K, optical mean, surface formula: 213.600 meV
300 K, optical mean, quantum lines: 213.666 meV
300 K, uncoupled fraction below mean: 67.2 %
Spacing shift/gap, hw/gap=0.27, g/gap=0.01: 2.156e-04
Spacing shift/gap, hw/gap=1.7, g/gap=0.01: -1.058e-04
Double well: g = 35.0 meV, lambda = 2.450
Double-well mean gap, 20 K: 487.85 meV
Double-well mean gap, 150 K: 480.61 meV
Remote level above upper level: 1500 meV
Remote-level shift, equal g, 300 K: -1.245 meV
Remote/direct coupling ratio to cancel: 3.873
Quadratic coefficient w to cancel: -2.250 meV
Rough linear expansion: 2.0e-05 1/K
Rough dGap/dlnVolume: 3000 meV
Expansion change, 77-300 K: 40.1 meV
Rough polar quantum: 13.0 meV
Rough permittivities: 33 fast, 400 static
Polar alpha, mass 0.05 m_e: 0.201
Polar change, 77-300 K, 0.05 m_e: -7.1 meV
Polar alpha, mass 0.2 m_e: 0.402
Polar change, 77-300 K, 0.2 m_e: -14.3 meV
300 K mean gap, mode 10% stiffer: 213.104 meV
Nonadiabatic factor: 1.00251 (no unit)
Intrinsic edge occupation, 300 K: 1.49 %
\end{verbatim}
